Why growth per cycle can overshoot on a poorly nucleating substrate

**Question.** A film is grown by atomic layer deposition on a substrate on which it nucleates poorly. At first each cycle adds much less material than it does later on a thick film. That is expected, since most of the substrate takes up nothing. But the growth per cycle can then climb above its steady value for many cycles before it settles. How can a film that does not yet cover the substrate, or has barely closed, grow faster than a complete one?

**Answer.**

**The mechanism**

In a self-limiting cycle the precursor reacts with the exposed surface until its sites are used up. The material added is then proportional to the exposed area on which the reaction works. On a thick flat film this area equals the substrate area. On a poorly nucleating substrate it is the area of the islands, and two factors compete in it. The islands cover only part of the substrate, which lowers the uptake. Their surfaces are curved, so each offers more area than the ground it stands on, which raises the uptake. When coverage is high enough and the surface is still strongly curved, the second factor wins.

To make this quantitative, let each cycle coat all exposed film with a layer of thickness g, measured along the local surface normal. The substrate starts film at point nuclei, N per unit area, all present before the first cycle. Doses saturate the surface, all film surfaces grow alike, and the islands do not change shape between cycles. The last three sections relax some of these assumptions. The problem is one of geometry, so the formulas hold in any unit of length.

Let V be the film volume per substrate area, which is the mean thickness, and S the exposed film area per substrate area. The growth per cycle, GPC, is the increase of V in one cycle.

A single nucleus grows into a hemisphere of radius r = gn after n cycles. Islands that have met keep their spherical shapes outside the contact. To see this, suppose that the film consists of all points above the substrate within distance r of some nucleus. A point within g of this film is within r + g of a nucleus, by the triangle inequality. Conversely, take a new point at distance d from a nucleus, with r < d ≤ r + g. On the straight line between the two there is a film point at distance r from the nucleus, and it lies d − r ≤ g from the new point. One coat therefore turns r into r + g, before and after contact.

If r grows by dr, each surface element dA sweeps out the volume dA dr. Hence

dV/dr = S,

and, when g is much smaller than r,

GPC = g S.

A flat closed film has S = 1 and GPC = g. The question becomes when S exceeds 1.

**Isolated islands: the factor of two**

A hemisphere has curved area 2πr² and covers πr² of substrate. While the islands are separate, the covered fraction is θ = πNr², and

S = 2πNr² = 2θ.

Isolated hemispheres thus grow more slowly than a closed film while θ < 1/2, and faster once θ > 1/2. The crossing S = 1 lies at

r = 1/√(2πN).

Excess area per island is therefore not sufficient by itself. For the excess to begin before contact, the islands must cover more than half the substrate while still separate. Whether they can depends on their arrangement.

The use of GPC = gS for a finite coat can be checked on one island. A cycle adds

(2π/3)[(r + g)³ − r³] = 2πr²g [1 + g/r + g²/(3r²)].

The leading relative correction is g/r, which is small once the island is many coats thick.

**Square and hexagonal arrays: the peak at contact**

Place the nuclei on a square array of spacing b, so that N = 1/b², and write x = r/b. Until neighbours touch at x = 1/2,

S = 2πx².

At contact θ = π/4 = 0.785, which is above one half, and S = π/2 = 1.571.

After contact, the vertical plane midway between two neighbours cuts off part of each hemisphere. A full sphere would lose a cap of height r − b/2 and area 2πr(r − b/2). The hemisphere loses half of that, πr(r − b/2). With four neighbours,

S = N[2πr² − 4πr(r − b/2)]
  = N[2πrb − 2πr²]
  = 2πx(1 − x).

This holds until the cut-off caps begin to overlap at the cell corners, at x = 1/√2, which is also when the last bare substrate disappears. The slope is 2π(1 − 2x), zero at contact and negative beyond it. The maximum is therefore at contact.

At x = 1/√2 the substrate is fully covered, yet S is still 1.301. A closed film can thus keep growing too fast, because it is still a field of domes. Beyond this point a column at in-plane distance ρ from its nucleus has height √(r² − ρ²), and its surface is larger than its footprint by the factor

r/√(r² − ρ²) ≈ 1 + ρ²/(2r²).

This factor falls as r grows, so no second maximum appears. The mean of ρ² over the square cell is b²/12 + b²/12 = b²/6, and at large x

S ≈ 1 + 1/(12x²).

A hexagonal array of spacing a has N = 2/(√3 a²). Contact at r = a/2 gives S = 2πNa²/4 = π/√3 = 1.814. Just after contact six half-caps are lost:

S = N[2πr² − 6πr(r − a/2)] = N(3πar − 4πr²).

Its slope at r = a/2 is −πaN, so here too S turns down at contact. The denser packing allows more coverage before contact and hence a higher peak. A peak at contact is not a rule for every ordered array. A honeycomb array of nearest spacing a has N = 4/(3√3 a²) and three neighbours, so after contact S = N(3πar/2 − πr²). This rises from 1.209 at contact to 1.360 at r = 3a/4.

**Random islands: coverage and overlap together**

Nuclei on a real surface may lie at random, and some pairs then merge early. Take independent, uniformly distributed positions. A point at height z is inside the film if at least one nucleus lies within the in-plane distance √(r² − z²). The expected number of such nuclei is πN(r² − z²), and the probability of finding none is the exponential of minus this number. Adding up the filled fraction at each height gives

V = ∫₀ʳ {1 − exp[−πN(r² − z²)]} dz.

Now set u = r√(πN) and t = z√(πN). The integral of the exponential becomes Dawson's function,

D(u) = exp(−u²) ∫₀ᵘ exp(t²) dt,

divided by √(πN), so that

V = r − D(u)/√(πN).

Differentiating D by the product rule gives D′ = 1 − 2uD. Since du/dr = √(πN),

S = dV/dr = 1 − D′(u) = 2uD(u).

The coverage follows from the case z = 0:

θ = 1 − exp(−u²).

For small u, D ≈ u and S ≈ 2u² = 2πNr², the isolated-island result. For large u, set t = u − s. The exponent t² − u² becomes −2us + s², and small s dominates, so

D ≈ ∫₀^∞ exp(−2us)(1 + s²) ds = 1/(2u) + 1/(4u³),

S ≈ 1 + 1/(2u²).

The steady value is approached from above. At the maximum, dS/du = 2D + 2uD′ = 0. Inserting D′ gives D = u/(2u² − 1), and therefore

S = 2u²/(2u² − 1) at the peak.

The numerical solution is u = 1.502, with S = 1.285 and θ = 0.895. For random nuclei the peak thus comes late in coalescence. The chance that an island has no neighbour within 2r is exp(−4u²), about 10⁻⁴ here, so nearly every island has met another, while a tenth of the substrate is still bare. The excess at the peak is smaller than for the ordered arrays, because overlap removes area while much of the substrate is still bare.

This formula was tested against 20,000 randomly placed nuclei at u = 0.5, 0.924, 1.5 and 2.5. S was found both from the change of mean height and from the unburied part of the hemispheres. The largest difference from 2uD(u) was 0.012.

**Why the excess has to come**

Compare the mean thickness V with r, the thickness that a film closed from the start would have. The lag is

L = r − V, with dL/dr = 1 − S.

It grows while S < 1, is largest at S = 1 and shrinks while S > 1. For random nuclei L = D(u)/√(πN), which tends to 1/(2πNr) and so to zero. Integrating from the start to very large r gives

∫₀^∞ (S − 1) dr = L(0) − L(∞) = 0.

The early deficit is repaid in full by a later excess. The picture is simple. The film directly above each nucleus rises by g in every cycle from the first one on. The ground between nuclei starts late, but the valleys between large domes become shallow, so the mean height must catch up with the tops. To catch up, it must for a time rise faster than g per cycle.

The ratio S/θ isolates the excess area. It is 2 for separate hemispheres and still 1.435 at the random peak. If each covered column gained just g in height, the growth per cycle would be gθ. It could then approach g but not exceed it, and the early deficit would remain.

The density N does not enter the peak height, because S depends on u alone. It sets the time: at fixed u and g, the cycle number is proportional to 1/√N.

**A numerical case**

Take g = 0.05 nm per cycle and N = 0.01 nm⁻², that is 10¹² cm⁻². On a square array the spacing is 1/√0.01 = 10 nm. The growth per cycle reaches its steady value at

r = 1/√(2π × 0.01) = 3.99 nm, or 3.99/0.05 ≈ 80 cycles.

Contact follows at 5 nm, after 100 cycles. There the growth per cycle is 0.05 × 1.571 = 0.0785 nm. For this array the excess does begin before coalescence, and that stage lasts about 20 cycles. For the last coat before contact the finite-coat correction g/r is 1.0 %.

For random nuclei √(πN) = 0.1772 nm⁻¹. The crossing at u = 0.924 gives r = 5.21 nm, or 104 cycles, with 57 % of the substrate covered. Because S = 2uD = 1 there, D = 1/(2u) = 0.541, and the greatest lag is

L = 0.541/0.1772 ≈ 3.05 nm,

equal to 61 steady cycles of growth. The peak at u = 1.502 comes at r = 8.47 nm, after 169 cycles:

GPC = 0.05 × 1.285 = 0.064 nm = 0.64 Å per cycle.

The return is slow. S falls to 1.05 after 386 cycles, long after the substrate is practically covered. What remains is the area of a rough closed film.

The repayment shows in the thickness. After 100 cycles the mean thickness is 1.95 nm instead of 5 nm. After 1000 cycles it is 49.7 nm instead of 50 nm. This matters when a nucleation delay is read from a straight line through thickness data. At 200 cycles the thickness is 8.0 nm and the slope 0.0627 nm per cycle. The tangent there reaches zero thickness at 200 − 8.0/0.0627 ≈ 72 cycles, although every nucleus was present from the start. A line through much later data would pass close to the origin. In this model the apparent delay therefore depends on where the line is drawn.

With N a hundred times smaller and g unchanged, the random peak moves to about 1700 cycles. A run of a few hundred cycles would then end before any excess appeared. The numerical output lists further points on the random-nuclei curve.

**Nuclei that keep appearing**

Let nuclei form instead at a constant rate J per bare area and cycle. Let R = gn be the radius of an island born at the start, and let s be the present radius of a later one. Births are uniform in time, so the number per area with radius between s and s + ds is (J/g) ds, if births on covered ground are counted as well. Those extra births do no harm. One at distance d from an older nucleus is covered when the older island has radius at least d. When both have grown by a further s, the triangle inequality keeps the new hemisphere inside the old one.

A point at height z stays empty if no island of radius s > z has its centre within √(s² − z²). With k = πJ/g, the expected number of such islands is

E = k ∫_z^R (s² − z²) ds = k(R³/3 − z²R + 2z³/3),

and

V = ∫₀ᴿ [1 − exp(−E)] dz.

At early times exp(−E) ≈ 1 − E, which gives V ≈ kR⁴/6 and S ≈ 2kR³/3. The coverage is then kR³/3, so S = 2θ again. At late times the lag comes from heights just below R. With z = R − δ, the leading term is E ≈ kRδ², and

R − V ≈ ∫₀^∞ exp(−kRδ²) dδ = ½√(π/(kR)).

The lag again vanishes, so an excess is again required.

Since k can be absorbed into the unit of length, the peak value of S does not depend on J. It is 1.331, at 91 % coverage, somewhat higher than the 1.285 for random nuclei all present at the start. Spreading nucleation over time in this way does not wash out the excess. For J = 10⁻⁴ nm⁻² per cycle and the same g, the peak comes at cycle 209.

**Islands that change shape**

Surface diffusion can pull islands towards a preferred contact angle φ, measured through the film. Suppose that this is fast compared with growth and that each island is a spherical cap with radius of curvature Q. Its area is 2πQ²(1 − cos φ). For φ ≤ 90° the widest part is the base, of radius Q sin φ. Contact on the square array means Q sin φ = b/2, and

S = (π/2)(1 − cos φ)/sin²φ = π/[2(1 + cos φ)],

where sin²φ = (1 − cos φ)(1 + cos φ) was used. For φ ≥ 90° the widest part is the equator, so Q = b/2 and

S = (π/2)(1 − cos φ).

Angles of 60°, 90° and 120° give S = 1.047, 1.571 and 2.356 at contact. Setting S = 1 in the first formula gives cos φ = π/2 − 1, or φ = 55.2°. Flatter caps on this array show no excess before contact. These formulas say nothing about the growth after contact, when merged islands would reshape again.

**What this means for a real process**

The chosen g and N are rough values in the regime of noble-metal deposition on oxides; nucleus densities vary widely with surface preparation. One assumption open to doubt there is the fixed hemispherical shape, since small metal islands can reshape and merge. On the square array, a change of contact angle from 60° to 120° alone moves the value of S at contact from 1.05 to 2.36. Order matters too: at fixed hemispherical shape, the peak is 1.285 for random nuclei, 1.571 for the square array and 1.814 for the hexagonal one. A starting island radius of 0.5 nm has a milder effect and moves the curve 10 cycles earlier.

The excess also needs enough precursor. At the random peak the surface takes up 28 % more per cycle than a flat film. If the dose supplies no more than the flat film needs, the growth per cycle cannot exceed g, however large the exposed area. This cap applies when the amount of precursor delivered is what limits growth. If the surface is instead left unsaturated because the reaction is slow at a steady precursor pressure, every exposed site fills to the same fraction, and the excess relative to the steady value remains. A missing excess can therefore mean a supply-limited dose or too few cycles. Dense nuclei shorten the stage: at N = 1 nm⁻² and the same g, the random peak comes at cycle 17 and S is back to 1.05 by cycle 39. For it to end within a few cycles, N would have to exceed the density of surface atoms, about 15 nm⁻² on Pt(111), and there the hemisphere picture no longer applies. A weak excess can mean flat islands. An observed excess is consistent with island growth but does not by itself fix the island density. In this model the cycle number of the peak carries that information, provided that g, the arrangement of the nuclei, the time at which they form and the island shape are known.

Table of computed values

```
steady GPC g = 0.050 nm/cycle
nucleus density N = 0.010 nm^-2 = 1.0e+12 cm^-2
SQUARE ARRAY
spacing = 10.00 nm
S = 1 at r = 3.99 nm, cycle 80
contact at r = 5.00 nm, cycle 100
coverage at contact = 0.785
peak S = 1.571, peak GPC = 0.0785 nm/cycle
S at r = spacing/sqrt(2): 1.301
hexagonal array: peak S = 1.814
RANDOM NUCLEI
S = 1 (greatest lag): u = 0.924, r = 5.21 nm, cycle 104, coverage 0.574
peak: u = 1.502, r = 8.47 nm, cycle 169, coverage 0.895
back to S = 1.05: u = 3.421, r = 19.30 nm, cycle 386, coverage 1.000
peak S = 1.2847, peak GPC = 0.0642 nm/cycle
S/coverage at peak = 1.435
greatest thickness lag = 3.05 nm = 61 steady cycles
cycle | r (nm) | coverage | S | GPC (nm/cycle) | thickness (nm)
   25 |  1.25 | 0.048 | 0.095 | 0.0048 | 0.040
   50 |  2.50 | 0.178 | 0.345 | 0.0173 | 0.303
  100 |  5.00 | 0.544 | 0.958 | 0.0479 | 1.952
  150 |  7.50 | 0.829 | 1.265 | 0.0632 | 4.816
  200 | 10.00 | 0.957 | 1.254 | 0.0627 | 8.005
  300 | 15.00 | 0.999 | 1.097 | 0.0548 | 13.836
  600 | 30.00 | 1.000 | 1.019 | 0.0509 | 29.460
 1000 | 50.00 | 1.000 | 1.006 | 0.0503 | 49.680
peak cycle if N is 100 times smaller: 1695
NEGLECTED EFFECTS
coat/radius g/r at square contact = 1.0 %
start radius 0.5 nm moves the curve by 10 cycles
extra precursor uptake at random peak = 28.5 %
progressive nucleation J = 1.0e-04 nm^-2 per cycle:
  peak S = 1.331 at cycle 209, coverage 0.908
contact angle 60 deg: S at square contact = 1.047
contact angle 90 deg: S at square contact = 1.571
contact angle 120 deg: S at square contact = 2.356
no excess before contact below angle 55.2 deg
CHECKS
coating test: misplaced fraction = 0.0060
random nuclei: largest |S simulated - formula| = 0.0121
progressive, mean S near peak: simulated 1.321, formula 1.319
```
